# Dipolar splitting of a radical pair: weak and strong coupling compared, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: energy levels and transitions

Two radicals, each with one unpaired electron, are held a few nanometres apart in a strong magnetic field. Each electron is a small magnet, and its field at the other site shifts the other's resonance. Since the partner may point up or down, one expects each resonance to become a doublet whose splitting measures the distance. If the two resonance frequencies are far apart, this is what happens. If they coincide, a doublet is again seen, but it is wider by the factor 3/2. Reading the distance from the spectrum requires knowing which case applies.

The factor compares two limits. It doesn't describe one doublet that stretches continuously. Between the limits there are four lines, and the two lines that become the wide doublet start, at large frequency difference, as lines of different radicals. The derivation below gives all four lines, so that this can be followed.

### The coupling

Let \(\mathbf r=r\mathbf n\) join the radicals. The spin operators \(\mathbf S_1,\mathbf S_2\) are dimensionless, and energies are divided by Planck's constant \(h\), so that they are frequencies. Megahertz is the natural unit here.

Outside its source, the field of a point magnetic moment \(\boldsymbol\mu_2\) is

\[
\mathbf B=\frac{\mu_0}{4\pi}\nabla(\boldsymbol\mu_2\cdot\nabla)\frac1r .
\]

The energy of \(\boldsymbol\mu_1\) in this field is \(-\boldsymbol\mu_1\cdot\mathbf B\). Differentiating twice,

\[
\partial_j\frac1r=-\frac{r_j}{r^3},\qquad
\partial_i\partial_j\frac1r=\frac{3n_in_j-\delta_{ij}}{r^3},
\]

so that

\[
E=\frac{\mu_0}{4\pi r^3}\left[\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\mathbf n)(\boldsymbol\mu_2\cdot\mathbf n)\right].
\]

For electrons \(\boldsymbol\mu_i=-g\mu_B\mathbf S_i\), with \(\mu_B\) the Bohr magneton. The two minus signs cancel in the product, which gives

\[
H_{dd}=\nu_{dd}\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],\qquad
\nu_{dd}=\frac{\mu_0g^2\mu_B^2}{4\pi hr^3}.
\]

In atomic units \(\mu_B=1/2\) and \(\mu_0/4\pi=\alpha^2\), where \(\alpha\) is the fine-structure constant. The prefactor, written as the energy \(h\nu_{dd}\), is then \(g^2\alpha^2/(4r^3)\). For \(g=2\) this is the spin-spin term of the Breit interaction for electrons that do not overlap. Its contact part is absent because the radicals are treated as separated points.

### What the field leaves of it

Take the field along \(z\), and let \(\theta\) be the angle between the field and \(\mathbf n\). The \(x\) axis can be chosen so that \(\mathbf n=(\sin\theta,0,\cos\theta)\). With \(S_{i\pm}=S_{ix}\pm iS_{iy}\), define the flip-flop operator

\[
F=S_{1+}S_{2-}+S_{1-}S_{2+}.
\]

It turns one spin up and the other down. The scalar product is

\[
\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+\tfrac12F .
\]

The other product is

\[
(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)
=\cos^2\theta\,S_{1z}S_{2z}+\sin^2\theta\,S_{1x}S_{2x}
+\sin\theta\cos\theta\,(S_{1x}S_{2z}+S_{1z}S_{2x}),
\]

where

\[
S_{1x}S_{2x}=\tfrac14F+\tfrac14(S_{1+}S_{2+}+S_{1-}S_{2-}).
\]

Let \(M\) be the total spin projection along the field. The terms with one \(S_x\) and one \(S_z\) change \(M\) by one, and \(S_{1+}S_{2+}\) and its conjugate change it by two. They connect levels separated by about \(\nu_0\) or \(2\nu_0\), where \(\nu_0\) is the mean Larmor frequency. They have no first-order effect on the energies, and their second-order shifts are of order \(\nu_{dd}^2/\nu_0\). For \(\nu_{dd}\ll\nu_0\) they can be dropped.

The remaining coefficient of \(S_{1z}S_{2z}\) is \(\nu_{dd}(1-3\cos^2\theta)\). The coefficient of \(F\) is \(\nu_{dd}\) times

\[
\tfrac12-\tfrac34\sin^2\theta=-\tfrac14+\tfrac34\cos^2\theta=-\tfrac14(1-3\cos^2\theta).
\]

Hence

\[
H_{\rm sec}=d\left(S_{1z}S_{2z}-\tfrac14F\right),\qquad d=\nu_{dd}(1-3\cos^2\theta).
\]

The first term is the static field of the partner along the applied field. The second is the pseudo-secular term: it conserves \(M\), but it can exchange the spin directions only at the cost of the difference between the two Larmor energies.

### The four levels

Let the individual Larmor frequencies be \(\nu_0+\Delta/2\) and \(\nu_0-\Delta/2\). The difference \(\Delta\) is static here, for example a difference of local fields at the two sites, and \(|\Delta|\ll\nu_0\). To see which part of the coupling does what, write

\[
H=\nu_0(S_{1z}+S_{2z})+\frac\Delta2(S_{1z}-S_{2z})+aS_{1z}S_{2z}+\frac b2F .
\]

For the pure dipolar coupling, \(a=d\) and \(b=-d/2\).

Let \(\alpha\) and \(\beta\), when used as spin states, mean up and down, with radical 1 written first. The flip-flop operator gives zero on \(\alpha\alpha\) and \(\beta\beta\), so these are eigenstates with energies

\[
E_{\alpha\alpha}=\nu_0+\frac a4,\qquad E_{\beta\beta}=-\nu_0+\frac a4 .
\]

In the states \(\alpha\beta,\beta\alpha\) the product \(S_{1z}S_{2z}\) equals \(-1/4\), and \(F\) exchanges the two states with coefficient one. The Hamiltonian in this pair is therefore

\[
-\frac a4+\frac12\begin{pmatrix}\Delta&b\\ b&-\Delta\end{pmatrix}.
\]

The square of the last matrix, without its factor 1/2, is \((\Delta^2+b^2)\) times the unit matrix, and its trace is zero. Its eigenvalues are thus \(\pm R\), and

\[
E_\pm=-\frac a4\pm\frac R2,\qquad R=\sqrt{\Delta^2+b^2}.
\]

### Line positions and weights

A transverse oscillating field acting on both spins changes \(M\) by one. It connects each middle level with \(\alpha\alpha\) and \(\beta\beta\). The two transitions that involve \(\alpha\alpha\) have the frequencies

\[
E_{\alpha\alpha}-E_\mp=\nu_0+\frac a2\pm\frac R2,
\]

and the two that involve \(\beta\beta\) have the frequencies

\[
E_\pm-E_{\beta\beta}=\nu_0-\frac a2\pm\frac R2 .
\]

The weights need the middle states. For \(R>0\), define \(\chi\) by \(\cos2\chi=\Delta/R\) and \(\sin2\chi=b/R\). The normalized eigenstates are

\[
|+\rangle=\cos\chi\,|\alpha\beta\rangle+\sin\chi\,|\beta\alpha\rangle,\qquad
|-\rangle=-\sin\chi\,|\alpha\beta\rangle+\cos\chi\,|\beta\alpha\rangle .
\]

The operator \(S_x=S_{1x}+S_{2x}\) connects \(\alpha\alpha\) with each of \(\alpha\beta\) and \(\beta\alpha\) with element 1/2. Adding the amplitudes before squaring gives

\[
|\langle\alpha\alpha|S_x|\pm\rangle|^2
=\tfrac14(\cos\chi\pm\sin\chi)^2
=\tfrac14\left(1\pm\frac bR\right).
\]

The elements with \(\beta\beta\) have the same squares. Define \(s=-b/R\). The complete spectrum is then

\[
\begin{aligned}
\nu_0\pm\frac{R+a}{2}&:\quad \text{weight }\frac{1+s}{4}\text{ each},\\
\nu_0\pm\frac{R-a}{2}&:\quad \text{weight }\frac{1-s}{4}\text{ each}.
\end{aligned}
\]

The weights add to one. They are the relative intensities if the levels have thermal populations at high temperature, \(h\nu_0\ll k_BT\), and all four lines are excited and detected alike. Neighbouring values of \(M\) then have the same population difference, up to relative corrections of order \(h\nu_0/k_BT\), \(|\Delta|/\nu_0\) and \(|d|/\nu_0\).

### The two limits

For dipolar coupling \(R=\sqrt{\Delta^2+d^2/4}\) and \(s=d/(2R)\). Weak coupling means \(|\Delta|\gg|d|/2\). Then \(s\to0\), and the four lines have nearly equal weights. They form two doublets, centred at \(\nu_0\pm R/2\), one for each radical. In either doublet the spacing is

\[
\delta_{\rm weak}=|a|=|d| .
\]

Strong coupling means \(|\Delta|\ll|d|/2\). At \(\Delta=0\) the middle states are

\[
T_0=\frac{\alpha\beta+\beta\alpha}{\sqrt2},\qquad
S=\frac{\alpha\beta-\beta\alpha}{\sqrt2}.
\]

The operator \(F\) has the value \(+1\) in \(T_0\) and \(-1\) in \(S\). Their energies are therefore

\[
E_{T_0}=-\frac d4-\frac d4=-\frac d2,\qquad
E_S=-\frac d4+\frac d4=0 .
\]

The contributions of the two radicals to the transition amplitude cancel for \(S\) and add for \(T_0\). Two lines remain:

\[
E_{\alpha\alpha}-E_{T_0}=\nu_0+\frac{3d}{4},\qquad
E_{T_0}-E_{\beta\beta}=\nu_0-\frac{3d}{4}.
\]

Their splitting is

\[
\delta_{\rm strong}=\frac{3|d|}{2}=\frac32\,\delta_{\rm weak}.
\]

The flip-flop term moves \(T_0\) by \(-d/4\). One transition ends on this level and the other starts from it, so the two lines move by \(d/4\) in opposite directions. This supplies the additional \(|d|/2\).

The comparison holds at fixed orientation and for \(d\ne0\). Near the angle where \(3\cos^2\theta=1\), \(d\) tends to zero, and any fixed nonzero \(\Delta\) puts the pair in the weak-coupling regime. A sample with many orientations can therefore contain both regimes. Chemically identical radicals also need not have \(\Delta=0\), because hyperfine coupling makes \(\Delta\) depend on the nuclear spin states. If each radical carries one \(^{14}\)N nucleus with the same coupling, much larger than \(|d|\), only the third of the pairs with equal nuclear projections is strongly coupled, and the rest show the spacing \(|d|\).

### Numbers for a model pair

Take the free-electron value \(g=2.0023\), \(r=2.0\) nm, \(\theta=90^\circ\) and \(\nu_0=10000\) MHz. The coupling formula gives \(\nu_{dd}=6.505\) MHz. Since \(\cos\theta=0\), \(d=\nu_{dd}\). The neglected shifts are of order \(\nu_{dd}^2/\nu_0=0.004\) MHz, so line positions are quoted to 0.01 MHz. These digits refer to point spins. If each spin is shared equally between two atoms 0.128 nm apart, \(d\) at the same centre distance lies between about 6.45 and 6.59 MHz, depending on how the bonds are oriented.

For \(\Delta=100\) MHz the calculated lines lie at \(\pm53.28\) and \(\pm46.77\) MHz from \(\nu_0\). The doublet spacing is

\[
53.28-46.77=6.51\ \text{MHz}.
\]

For \(\Delta=0\) the visible lines lie at \(\pm4.88\) MHz, and their splitting is

\[
\tfrac32\times6.505=9.76\ \text{MHz},
\]

or \(1.483\times10^{-9}\) hartree. The other two lines, at \(\pm1.63\) MHz, have zero weight.

### Pairs born as singlets

Many radical pairs are created from a singlet molecule and are observed before they reach thermal equilibrium. The line positions are unchanged. For weak excitation, the signals are found by multiplying the weights by the actual population differences. From the states above,

\[
|\langle S|\pm\rangle|^2=\tfrac12(\cos\chi\mp\sin\chi)^2=\tfrac12(1\pm s).
\]

The outer levels are empty. If the coherence between the middle levels is ignored, the population times the weight is the same for both middle levels:

\[
\frac{1\pm s}{2}\,\frac{1\mp s}{4}=\frac{1-s^2}{8}=\frac{\Delta^2}{8R^2}.
\]

Transitions from the middle levels up to \(\alpha\alpha\) absorb, and those down to \(\beta\beta\) emit. All four signals have equal magnitude and vanish together as \(\Delta\to0\). The ignored coherence is not small. For a short weak pulse applied a time \(\tau\) after the birth of the pair, the signals are zero at \(\tau=0\) and twice the value above at \(\tau=1/(2R)\). The value above is their average over \(\tau\), and it applies once the coherence has decayed or has been averaged out. The fading of the inner lines alone thus belongs to the thermal pair, not to this one.

## Second derivation: precession of the coupled spins

The following is taken from the first half. The Larmor frequencies are \(\nu_0\pm\Delta/2\), the secular dipolar coupling is \(d\), and \(F\) is the flip-flop operator. The high-field Hamiltonian is

\[
H=\nu_0(S_{1z}+S_{2z})+\frac\Delta2(S_{1z}-S_{2z})+aS_{1z}S_{2z}+\frac b2F,
\]

with \(a=d\), \(b=-d/2\) for pure dipolar coupling, and \(R=\sqrt{\Delta^2+b^2}\), \(s=-b/R\). The result to be recovered is a doublet splitting \(|d|\) for \(|\Delta|\gg|d|/2\) and \(3|d|/2\) for \(|\Delta|\ll|d|/2\). The energy levels and eigenstates are not used in this derivation.

The energy levels have given the positions and weights of all four lines, with a doublet splitting of \(|d|\) in weak coupling and \(3|d|/2\) in strong coupling. It remains to recover these results from the equations of motion of the spins, to follow the lines between the two limits, and to see what exchange changes.
